# Stability polytopes of ternary and quaternary compounds by half-space intersection: test program

```python
"""Stability region of a compound in chemical-potential space.

Result under test: for a host with composition n (N atoms) and formation
energy H, and competitors with compositions m_p and energies E_p, the region
    n.mu = H,   m_p.mu <= E_p
is empty, flat or full-dimensional according to the sign of
    t = (D - H)/N,
where D is the lowest energy of a mixture of competitors having the host's
composition. For t > 0 its vertices are the facets of a dual convex hull.
mu: chemical potentials relative to the elements. Energies: eV per formula
unit; t: eV per atom. All phase energies are round model parameters.
"""
import itertools
import math
import numpy as np
from scipy import constants
from scipy.optimize import linprog
from scipy.spatial import ConvexHull

TOL = 1e-9  # eV per atom, separates marginal from stable or unstable


def merge(points, tol=1e-6):
    """Remove repeated points."""
    kept = []
    for p in points:
        if all(np.max(np.abs(p - q)) > tol for q in kept):
            kept.append(p)
    return np.array(kept)


def same_set(P, Q, tol=1e-6):
    return len(P) == len(Q) and all(
        np.min(np.max(np.abs(Q - p), axis=1)) < tol for p in P)


def proportional(m, n):
    return np.allclose(m * n.sum(), n * m.sum())


def atomic_slack(n, H, M, E):
    """Largest t with M.mu + t*atoms <= E on the host plane, and multipliers."""
    k = len(n)
    res = linprog(np.r_[np.zeros(k), -1.0],
                  A_ub=np.c_[M, M.sum(axis=1)], b_ub=E,
                  A_eq=np.r_[n, 0.0].reshape(1, -1), b_eq=[H],
                  bounds=[(None, None)] * (k + 1), method="highs")
    assert res.status == 0
    return res.x[-1], res.x[:k], -res.ineqlin.marginals * n.sum()


def stability_polytope(n, H, M, E, eliminated=None):
    """Return status, t, decomposition weights, vertices, interior point."""
    k = len(n)
    e = k - 1 if eliminated is None else eliminated
    use = np.array([not (proportional(m, n)
                         and Ep >= H * m.sum() / n.sum() - 1e-12)
                    for m, Ep in zip(M, E)])
    t, mu0, w_used = atomic_slack(n, H, M[use], E[use])
    weights = np.zeros(len(E))
    weights[use] = w_used
    if t < -TOL:
        return "empty", t, weights, np.empty((0, k)), mu0
    if t <= TOL:
        return "marginal", t, weights, np.empty((0, k)), mu0
    rest = [i for i in range(k) if i != e]
    A = M[use][:, rest] - np.outer(M[use][:, e], n[rest]) / n[e]
    b = E[use] - M[use][:, e] * H / n[e]
    x0 = mu0[rest]
    slack = b - A @ x0
    assert slack.min() > 0
    facets = ConvexHull(A / slack[:, None]).equations
    x = x0 + facets[:, :-1] / (-facets[:, -1:])
    mu = np.zeros((len(x), k))
    mu[:, rest] = x
    mu[:, e] = (H - x @ n[rest]) / n[e]
    return "stable", t, weights, merge(mu), mu0


def exhaustive_vertices(n, H, M, E):
    """Solve every set of k-1 equalities plus the host equality."""
    k, found = len(n), []
    for sub in itertools.combinations(range(len(E)), k - 1):
        S = np.vstack([n, M[list(sub)]])
        if abs(np.linalg.det(S)) < 0.5:  # integer matrix: singular
            continue
        mu = np.linalg.solve(S, np.r_[H, E[list(sub)]])
        if np.all(M @ mu <= E + 1e-8):
            found.append(mu)
    return merge(found) if found else np.empty((0, k))


def exhaustive_decomposition(n, M, E):
    """Lowest energy over all k-phase mixtures with the host composition."""
    best = np.inf
    for sub in itertools.combinations(range(len(E)), len(n)):
        S = M[list(sub)].T
        if abs(np.linalg.det(S)) < 0.5:
            continue
        w = np.linalg.solve(S, n)
        if w.min() > -1e-10:
            best = min(best, w @ E[list(sub)])
    return best


def tangent_planes(n, H, M, E):
    """Potentials from energy-composition hull facets that touch the host."""
    comp = np.vstack([n, M])
    atoms = comp.sum(axis=1)
    pts = np.c_[comp[:, :-1] / atoms[:, None], np.r_[H, E] / atoms]
    hull = ConvexHull(pts)
    out = []
    for simplex, eq in zip(hull.simplices, hull.equations):
        if 0 in simplex:
            corner_last = -eq[-1] / eq[-2]
            out.append(np.r_[corner_last - eq[:-2] / eq[-2], corner_last])
    return merge(out)


def check_all_roads(n, H, M, E):
    status, t, w, V, mu0 = stability_polytope(n, H, M, E)
    D = exhaustive_decomposition(n, M, E)
    assert abs(t - (D - H) / n.sum()) < 1e-7
    assert w.min() > -1e-8 and np.allclose(w @ M, n, atol=1e-7)
    assert abs(w @ E - D) < 1e-6
    direct = exhaustive_vertices(n, H, M, E)
    assert (status == "empty") == (len(direct) == 0)
    if status == "stable":
        assert same_set(V, direct)
        assert same_set(V, tangent_planes(n, H, M, E))
    return status, t, w, V, mu0, D


def unpack(phases, k):
    names = list(phases)
    return (names, np.array([phases[p][0] for p in names], float),
            np.array([phases[p][1] for p in names], float))


def active(V, M, E):
    return np.abs(E - V @ M.T) < 1e-7


def show_vertices(V, M, E, names):
    V = V[np.lexsort(tuple(np.round(-V, 6).T))]
    for i, (mu, on) in enumerate(zip(V, active(V, M, E)), 1):
        nums = " ".join(f"{x:7.3f}" for x in np.round(mu, 6) + 0.0)
        print(f"V{i}: {nums} | " + ",".join(np.array(names)[on]))


def products(w, names):
    return " + ".join(f"{x:.3f} {p}" for x, p in zip(w, names) if x > 1e-7)


# ---------- random phase sets: ternary and quaternary ----------
rng = np.random.default_rng(7)
counts = {"stable": 0, "empty": 0, "marginal": 0}
for n_test in (np.array([1., 1., 3.]), np.array([2., 1., 1., 4.])):
    k = len(n_test)
    for trial in range(30):
        rows, energies = list(np.eye(k)), [0.0] * k
        while len(rows) < k + 6:
            m = rng.integers(0, 4, k).astype(float)
            if np.count_nonzero(m) > 1 and not proportional(m, n_test):
                rows.append(m)
                energies.append(-rng.random() * m.sum())
        H_test = -rng.uniform(0.2, 1.0) * n_test.sum()
        result = check_all_roads(n_test, H_test, np.array(rows),
                                 np.array(energies))
        counts[result[0]] += 1
assert counts["stable"] > 5 and counts["empty"] > 5

# ---------- ternary host ABX3 ----------
ternary = {
    "A": ((1, 0, 0), 0.0), "B": ((0, 1, 0), 0.0), "X": ((0, 0, 1), 0.0),
    "AX": ((1, 0, 1), -5.5), "AX2": ((1, 0, 2), -6.0),
    "BX2": ((0, 1, 2), -9.0), "B2X3": ((0, 2, 3), -14.0),
    "A2BX4": ((2, 1, 4), -21.2), "AB": ((1, 1, 0), -1.0)}
names3, M3, E3 = unpack(ternary, 3)
n3, H3 = np.array([1., 1., 3.]), -15.5
status3, t3, w3, V3, mu03, D3 = check_all_roads(n3, H3, M3, E3)
assert status3 == "stable"
for e in (0, 1):
    assert same_set(V3, stability_polytope(n3, H3, M3, E3, e)[3])

# extremes of each potential, by linear programming and from the vertices
for i in range(3):
    for sign, value in ((1, V3[:, i].min()), (-1, V3[:, i].max())):
        r = linprog(sign * np.eye(3)[i], A_ub=M3, b_ub=E3,
                    A_eq=n3.reshape(1, -1), b_eq=[H3],
                    bounds=[(None, None)] * 3, method="highs")
        assert r.status == 0 and abs(sign * r.fun - value) < 1e-7

# phases that bound no edge can be removed without changing the polygon
edge3 = active(V3, M3, E3).sum(axis=0) >= 2
assert same_set(V3, stability_polytope(n3, H3, M3[edge3], E3[edge3])[3])

# polymorphs: equal energy leaves the region, lower energy removes it
M_poly = np.vstack([M3, n3])
assert same_set(V3, stability_polytope(n3, H3, M_poly, np.r_[E3, H3])[3])
assert stability_polytope(n3, H3, M_poly, np.r_[E3, H3 - 0.1])[0] == "empty"
assert len(exhaustive_vertices(n3, H3, M_poly, np.r_[E3, H3 - 0.1])) == 0

# marginal host: the region is a segment
status_m, t_m, w_m = stability_polytope(n3, D3, M3, E3)[:3]
segment = exhaustive_vertices(n3, D3, M3, E3)
assert status_m == "marginal" and len(segment) == 2

# unstable host, and the false verdict when one competitor is forgotten
H_bad = -15.0
status_b, t_b, w_b, _, _, D_b = check_all_roads(n3, H_bad, M3, E3)
assert status_b == "empty"
keep = np.array([p != "A2BX4" for p in names3])
status_f, t_f, w_f, V_f, _, D_f = check_all_roads(
    n3, H_bad, M3[keep], E3[keep])
assert status_f == "stable"

# ---------- quaternary host A2BCX4 ----------
quaternary = {
    "A": ((1, 0, 0, 0), 0.0), "B": ((0, 1, 0, 0), 0.0),
    "C": ((0, 0, 1, 0), 0.0), "X": ((0, 0, 0, 1), 0.0),
    "A2X": ((2, 0, 0, 1), -1.0), "AX": ((1, 0, 0, 1), -0.6),
    "BX": ((0, 1, 0, 1), -2.0), "CX": ((0, 0, 1, 1), -1.2),
    "CX2": ((0, 0, 1, 2), -1.5), "A2CX3": ((2, 0, 1, 3), -2.6)}
names4, M4, E4 = unpack(quaternary, 4)
n4, H4 = np.array([2., 1., 1., 4.]), -5.0
status4, t4, w4, V4, mu04, D4 = check_all_roads(n4, H4, M4, E4)
assert status4 == "stable"
on4 = active(V4, M4, E4)
faces4 = on4.sum(axis=0) >= 3
edges4 = sum(
    np.linalg.matrix_rank(np.vstack([n4, M4[on4[i] & on4[j]]])) == 3
    for i, j in itertools.combinations(range(len(V4)), 2))
assert len(V4) - edges4 + faces4.sum() == 2

# ---------- printed results ----------
kJ = constants.e * constants.N_A / 1000
print("Energies in eV per formula unit, mu in eV")
print(f"Random sets: {counts['stable']} stable, {counts['empty']} empty")
print(f"TERNARY host ABX3: H = {H3:.1f}")
for p, E in zip(names3[3:], E3[3:]):
    print(f"  E({p}) = {E:.1f}")
print(f"D = {D3:.3f} eV; t = {t3:.4f} eV/atom")
print(f"D-H = {D3 - H3:.3f} eV = {(D3 - H3) * kJ:.1f} kJ/mol")
print("Cheapest mixture:", products(w3, names3))
print("Interior point:", " ".join(f"{x:.3f}" for x in mu03 + 0.0))
print("Vertices: mu_A mu_B mu_X | coexisting phases")
show_vertices(V3, M3, E3, names3)
print("No edge from:", ",".join(np.array(names3)[~edge3]))
for i, el in enumerate("ABX"):
    print(f"mu_{el}: {V3[:, i].min():.3f} to {V3[:, i].max() + 0.0:.3f} eV")
print(f"Subsets solved exhaustively: {math.comb(len(E3), 2)}")
print(f"MARGINAL H = {D3:.3f} eV: {status_m}, segment ends:")
show_vertices(segment, M3, E3, names3)
print(f"UNSTABLE H = {H_bad:.1f} eV: {status_b}, t = {t_b:.4f} eV/atom")
print("Products:", products(w_b, names3))
print(f"Energy released: {H_bad - D_b:.3f} eV")
print(f"Without A2BX4: {status_f}, t = {t_f:.4f} eV/atom,"
      f" {len(V_f)} vertices")
print(f"QUATERNARY host A2BCX4: H = {H4:.1f}")
print("  " + ", ".join(f"{p} {E:.1f}" for p, E in zip(names4[4:], E4[4:])))
print(f"D = {D4:.3f} eV; t = {t4:.4f} eV/atom")
print("Cheapest mixture:", products(w4, names4))
print(f"Vertices {len(V4)}, edges {edges4}, faces {faces4.sum()}")
print("No face from:", ",".join(np.array(names4)[~faces4]) or "none")
print("Vertices: mu_A mu_B mu_C mu_X | coexisting phases")
show_vertices(V4, M4, E4, names4)
print("no test failed")
```

Printed output:

```
Energies in eV per formula unit, mu in eV
Random sets: 40 stable, 20 empty
TERNARY host ABX3: H = -15.5
  E(AX) = -5.5
  E(AX2) = -6.0
  E(BX2) = -9.0
  E(B2X3) = -14.0
  E(A2BX4) = -21.2
  E(AB) = -1.0
D = -15.100 eV; t = 0.0800 eV/atom
D-H = 0.400 eV = 38.6 kJ/mol
Cheapest mixture: 0.500 BX2 + 0.500 A2BX4
Interior point: -2.180 -1.080 -4.080
Vertices: mu_A mu_B mu_X | coexisting phases
V1:  -6.500  -9.000   0.000 | X,BX2
V2:  -6.000  -9.500   0.000 | X,AX2
V3:  -5.400  -9.200  -0.300 | AX2,A2BX4
V4:  -2.500  -1.000  -4.000 | BX2,B2X3
V5:  -1.500   0.000  -4.667 | B,B2X3
V6:  -1.000   0.000  -4.833 | B,AB
V7:  -0.867  -0.133  -4.833 | A2BX4,AB
No edge from: A,AX
mu_A: -6.500 to -0.867 eV
mu_B: -9.500 to 0.000 eV
mu_X: -4.833 to 0.000 eV
Subsets solved exhaustively: 36
MARGINAL H = -15.100 eV: marginal, segment ends:
V1:  -6.100  -9.000   0.000 | X,BX2,A2BX4
V2:  -2.100  -1.000  -4.000 | BX2,B2X3,A2BX4
UNSTABLE H = -15.0 eV: empty, t = -0.0200 eV/atom
Products: 0.500 BX2 + 0.500 A2BX4
Energy released: 0.100 eV
Without A2BX4: stable, t = 0.1000 eV/atom, 5 vertices
QUATERNARY host A2BCX4: H = -5.0
  A2X -1.0, AX -0.6, BX -2.0, CX -1.2, CX2 -1.5, A2CX3 -2.6
D = -4.600 eV; t = 0.0500 eV/atom
Cheapest mixture: 1.000 BX + 1.000 A2CX3
Vertices 10, edges 15, faces 7
No face from: A,B,C
Vertices: mu_A mu_B mu_C mu_X | coexisting phases
V1:  -0.750  -2.000  -1.500   0.000 | X,BX,CX2
V2:  -0.600  -2.300  -1.500   0.000 | X,AX,CX2
V3:  -0.600  -2.000  -1.800   0.000 | X,AX,BX
V4:  -0.500  -2.300  -1.300  -0.100 | AX,CX2,A2CX3
V5:  -0.400  -2.200  -1.200  -0.200 | A2X,AX,A2CX3
V6:  -0.400  -1.800  -1.600  -0.200 | A2X,AX,BX
V7:  -0.600  -1.700  -0.900  -0.300 | BX,CX,CX2
V8:  -0.400  -2.100  -0.900  -0.300 | CX,CX2,A2CX3
V9:  -0.300  -2.000  -0.800  -0.400 | A2X,CX,A2CX3
V10:  -0.100  -1.200  -0.400  -0.800 | A2X,BX,CX
no test failed
```
